# Conductance peak of a uniform continuum of MOS interface traps, part 1

(Sections cited here and not found follow in the second part.)

## The trap admittance and its maximum

Traps at the oxide interface of a metal-oxide-semiconductor (MOS) capacitor cause an energy loss that depends on frequency. The parallel conductance divided by the angular frequency, $G_p/\omega$, passes through a maximum. Its height measures the number of traps and its position measures their speed, but the conversion factors depend on how the traps are distributed in energy.

Suppose that the traps form a uniform continuum and that the peak is read with the formula for a single level. That formula puts the height at one half of the trap capacitance. The true factor is 0.402, so the capacitance obtained is $2\times0.402=0.80$ of the correct one, an error of 20 per cent. If the inverse peak frequency is also taken as the capture time of an empty trap, that time comes out too short by a factor 1.98, and the capture cross section too large by the same factor. The theorem below supplies the factors for the continuum.

*Setting and conventions.* The semiconductor is n-type and biased in depletion: electrons have been pushed away from the interface, but they are still the carriers that the traps exchange. The algebra uses atomic units, in which the elementary charge is one, so a potential and the corresponding electron energy have the same magnitude. Temperature enters as the energy $kT$. All charges, currents, capacitances and conductances are per unit area. Small oscillating quantities carry the factor $e^{i\omega t}$, so a capacitance $C$ has admittance $+i\omega C$.

The surface potential $\psi$ is measured from the semiconductor bulk and is positive when it attracts electrons. The surface electron density is $n_s$, the capture coefficient of a trap is $c$, and

$$
\tau=\frac{1}{c\,n_s},\qquad x=\omega\tau .
$$

Thus $\tau$ is the mean time in which an empty trap captures an electron. The density of traps per area and energy is $D_{it}$. The static capacitance of the continuum is $C_{it}=e^2D_{it}$, which in atomic units is simply $D_{it}$.

The assumptions are these.

1. The oscillation $\delta\psi$ is small compared with $kT$.
2. The free electrons are nondegenerate and remain in equilibrium with the bulk during the oscillation.
3. Traps exchange electrons with the conduction band at the interface, but not with the valence band, with one another or with the oxide interior.
4. $D_{it}$ and $c$ do not vary over the energies that matter, and both band edges lie many $kT$ from the Fermi energy.
5. The surface potential is the same over the whole area.

**Theorem.** Under these assumptions the interface traps contribute the admittance

$$
Y_{it}=\frac{C_{it}}{\tau}\ln(1+i\omega\tau),
$$

and therefore

$$
\frac{G_p}{\omega}=C_{it}\,\frac{\ln(1+x^2)}{2x}.
$$

This function of $x>0$ has one maximum. It lies at $x_*=1.980$ and has height $0.4024\,C_{it}$.

The proof has three parts: the response of one level, its sum over energy, and the search for the maximum.

*Lemma 1 (one level).* Let $N$ traps per area have energy $E$ and equilibrium occupation $f_0$. Their admittance is

$$
Y_1=\frac{i\omega C_1}{1+i\omega\tau_1},\qquad
C_1=\frac{N}{kT}f_0(1-f_0),\qquad \tau_1=\tau f_0 .
$$

*Proof.* An empty trap captures at the rate $c\,n_s$, and a filled trap emits at a rate $e_n$. The occupation $f$ obeys

$$
\frac{df}{dt}=c\,n_s(1-f)-e_n f .
$$

In equilibrium the two terms cancel. This fixes the emission rate:

$$
e_n=c\,n_s\frac{1-f_0}{f_0}=\frac{1}{\tau}\,\frac{1-f_0}{f_0}.
$$

When the surface potential oscillates, the trap level and the band edge at the interface move together. The energy needed for emission is their difference, which stays fixed. Hence $e_n$ does not oscillate, whereas $n_s$ does. Since the electrons are nondegenerate and in equilibrium with the bulk, $n_s$ is proportional to $e^{\psi/kT}$, and to first order

$$
\frac{\delta n_s}{n_s}=\frac{\delta\psi}{kT}.
$$

Now put $f=f_0+\delta f$ and $n_s+\delta n_s$ into the rate equation. The equilibrium terms cancel, and the product $\delta n_s\,\delta f$ is of second order and is dropped. What remains is

$$
i\omega\,\delta f=c\,\delta n_s(1-f_0)-(c\,n_s+e_n)\,\delta f .
$$

The sum of the two rates simplifies:

$$
c\,n_s+e_n=\frac1\tau\left(1+\frac{1-f_0}{f_0}\right)=\frac{1}{\tau f_0}.
$$

With $c\,\delta n_s=\delta\psi/(\tau kT)$ the linear equation becomes

$$
\left(i\omega+\frac{1}{\tau f_0}\right)\delta f
=\frac{1-f_0}{\tau}\,\frac{\delta\psi}{kT}.
$$

Multiplication by $\tau f_0$ and division by the resulting bracket give

$$
\delta f=\frac{f_0(1-f_0)}{1+i\omega\tau f_0}\,\frac{\delta\psi}{kT}.
$$

An increase $\delta f$ adds the charge $-N\delta f$ to the traps. This is true whether a trap is neutral when empty or neutral when filled, because one more electron changes the charge by the same amount. The gate supplies the balancing charge $+N\delta f$, so the current towards the semiconductor is $i\omega N\delta f$. Dividing by $\delta\psi$ gives $Y_1$. $\square$

*Remark (meaning of the loss).* Multiply numerator and denominator of $Y_1$ by $1-i\omega\tau_1$:

$$
Y_1=C_1\frac{\omega^2\tau_1+i\omega}{1+\omega^2\tau_1^2},
\qquad
\frac{G_1}{\omega}=C_1\frac{\omega\tau_1}{1+\omega^2\tau_1^2}.
$$

The mean dissipated power is $G_1|\delta\psi|^2/2$. Over a period $2\pi/\omega$ it gives the energy $\pi(G_1/\omega)|\delta\psi|^2$, so $G_1/\omega$ measures the loss per cycle. At low frequency the occupation follows the potential and little is lost. At high frequency the trap has no time to exchange charge. Between these limits the charge lags, and the loss is greatest. With $y=\omega\tau_1$,

$$
\frac{d}{dy}\frac{y}{1+y^2}=\frac{1-y^2}{(1+y^2)^2},
$$

which changes from positive to negative at $y=1$. The greatest loss is therefore $C_1/2$, at $\omega\tau_1=1$.

A level at the Fermi energy has $f_0=1/2$. Its relaxation time is $\tau/2$, because capture and emission then both occur at the rate $1/\tau$ and both restore equilibrium. Its peak lies at $\omega\tau=2$. The distinction between the capture time $\tau$ and the relaxation time $\tau f_0$ must be kept throughout.

*Lemma 2 (the continuum).* Under the stated assumptions, summation over all levels gives $Y_{it}=(C_{it}/\tau)\ln(1+i\omega\tau)$.

*Proof.* By assumption 5 every trap sees the same $\delta\psi$. The currents add, and so do the admittances. The number of traps in an interval $dE$ is $D_{it}\,dE$, hence

$$
Y_{it}=i\omega D_{it}\int dE\;\frac{1}{kT}\,
\frac{f_0(1-f_0)}{1+i\omega\tau f_0}.
$$

Let $u=(E-E_F)/kT$, where $E_F$ is the Fermi energy. The equilibrium occupation is $f_0=1/(1+e^u)$; a constant ratio of trap degeneracies may be absorbed in the definition of $E$. Its derivative is

$$
\frac{df_0}{du}=-\frac{e^u}{(1+e^u)^2}=-f_0(1-f_0),
$$

because $1-f_0=e^u/(1+e^u)$. Therefore

$$
\frac{dE}{kT}\,f_0(1-f_0)=-df_0 .
$$

As the energy rises from far below to far above $E_F$, the occupation falls from 1 to 0. Reversing the limits removes the minus sign:

$$
Y_{it}=i\omega D_{it}\int_0^1\frac{df}{1+i\omega\tau f}
=\frac{D_{it}}{\tau}\ln(1+i\omega\tau).
$$

The real part of $1+i\omega\tau f$ equals one along the whole path, so the logarithm is its principal branch and vanishes at $\omega=0$. With $C_{it}=D_{it}$ this is the lemma. $\square$

The modulus of $1+ix$ is $\sqrt{1+x^2}$ and its angle is $\arctan x$. Hence

$$
Y_{it}=\frac{C_{it}}{\tau}
\left[\frac12\ln(1+x^2)+i\arctan x\right].
$$

The real part is $G_p$. Dividing it by $\omega=x/\tau$ proves the second formula of the theorem. Dividing the imaginary part by $\omega$ gives the capacitance of the traps,

$$
C_t(\omega)=C_{it}\frac{\arctan x}{x}.
$$

*Remark (a uniform spread of times).* The integral over $f$ has a direct meaning. Equal intervals of $f$ carry equal static capacitance, and the relaxation time belonging to $f$ is $\tau f$. Weighted by capacitance, the continuum is thus a uniform spread of relaxation times between zero and $\tau$. Filled levels well below $E_F$ have times near $\tau$. Levels well above $E_F$ empty quickly and have much shorter times.

These formulas were tested without using the linearization. The nonlinear rate equations were driven in time by a surface potential of amplitude $0.01\,kT$, for levels from $20\,kT$ below to $30\,kT$ above the Fermi energy. At $x=0.5$ and $x=1.98$ the fundamental responses of the continuum and of the level at $E_F$ were compared with the formulas. In units of $C_{it}\delta\psi$ and $N\delta\psi/kT$ respectively, the largest difference was $1.2\times10^{-5}$.

*Remark (low and high frequency).* For small $x$, $\ln(1+x^2)\approx x^2$ and $\arctan x\approx x$. Then

$$
\frac{G_p}{\omega}\approx\frac{C_{it}x}{2},\qquad C_t\approx C_{it}.
$$

The factor one half is the mean of the uniformly spread times, in units of $\tau$. For large $x$,

$$
\frac{G_p}{\omega}\approx C_{it}\frac{\ln x}{x},\qquad
G_p\approx\frac{C_{it}}{\tau}\ln x .
$$

The conductance of one level saturates at $C_1/\tau_1$, but that of the continuum keeps growing, because ever faster levels come into play. This growth ends at the conduction-band edge. If $f_c$ is the occupation of a level at that edge, the lower limit of the integral is $f_c$ instead of zero, and

$$
G_p=\frac{C_{it}}{2\tau}\ln\frac{1+x^2}{1+x^2f_c^2}.
$$

For $xf_c\gg1$ this tends to $(C_{it}/\tau)\ln(1/f_c)$. The uniform formula therefore requires $xf_c\ll1$ as well as $f_c\ll1$.

*Lemma 3 (the maximum).* The function $g(x)=\ln(1+x^2)/(2x)$ has one maximum for $x>0$. With $W_0$ the principal branch of the Lambert function, defined by $W_0(z)e^{W_0(z)}=z$, it lies at

$$
x_*=\sqrt{u_*-1},\qquad
u_*=\exp\!\left[2+W_0(-2e^{-2})\right],
$$

and its height is $x_*/(1+x_*^2)$.

*Proof.* The letter $u$ now stands for $1+x^2$. Differentiation gives

$$
g'(x)=\frac{1}{1+x^2}-\frac{\ln(1+x^2)}{2x^2}
=\frac{h(u)}{2x^2},\qquad
h(u)=2-\frac2u-\ln u,
$$

where $2x^2/(1+x^2)=2(u-1)/u=2-2/u$ was used. The sign of $g'$ is the sign of $h$. At the lower end $h(1)=0$. Its derivative is

$$
h'(u)=\frac{2}{u^2}-\frac1u=\frac{2-u}{u^2}.
$$

So $h$ first rises from zero, reaches its largest value at $u=2$, and then falls without bound because of the logarithm. It crosses zero once above $u=1$, from positive to negative. Hence $g$ rises up to that point and falls after it.

To solve $h=0$, let $L=\ln u$, so that $L-2=-2e^{-L}$. Multiplication by $e^{L-2}$ gives

$$
(L-2)e^{L-2}=-2e^{-2}.
$$

The equation $we^w=-2e^{-2}$ has two real roots. The root $w=-2$ means $L=0$, or $x=0$, which is the excluded end point. The other root exceeds $-1$ and is $W_0(-2e^{-2})$. Thus $L=2+W_0(-2e^{-2})$, which gives $u_*$. At this point $\ln u_*=2x_*^2/(1+x_*^2)$, and insertion into $g$ gives the height. $\square$

Numerically $x_*=1.98029$. This can be checked by hand: $u_*=1+1.98029^2=4.9215$, for which both $\ln u_*$ and $2-2/u_*$ equal 1.5936. The height is $1.98029/4.92155=0.40237$. Lemmas 1 to 3 together prove the theorem.

The position is close to 2, the peak position of the single level at $E_F$, but it is fixed by a different equation. The levels within $3\,kT$ of the Fermi energy provide 94.6 per cent of the loss at the maximum. These levels span $6\,kT$, the range in which the values of $D_{it}$ and $c$ matter most. The levels outside it are not without effect: doubling their density would raise the loss at $x_*$ by 5.4 per cent.

For a uniform continuum of traps, the admittance is now established, and the loss $G_p/\omega$ has a single maximum of height $0.4024\,C_{it}$ at $\omega\tau=1.980$. It remains to find the width of the curve, remove the effect of the oxide from a measurement, work through an example and see how the factors change when the assumptions fail.

Numerical values quoted here were computed with a short program.
